# Peierls softening of the 2kF phonon in a half-filled chain: a numerical check

```python
"""Peierls softening of the half-filled chain at finite electronic temperature.

Result under test, for kT << t and weak coupling:
  omega^2 = omega0^2 * lam * ln(T/Tc),  2*Delta0/(k*Tc) = 2*pi/exp(gamma).
Hopping t_n = t - alpha*(u[n+1]-u[n]), spring constant K, atomic mass M,
omega0^2 = 4K/M, lam = 4*alpha^2/(pi*t*K), lattice spacing 1, 2kF = pi.
Delta = 4*alpha*u is half the gap for displacements u[n] = (-1)^n u.
Hartree atomic units; kT denotes Boltzmann's constant times temperature.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ellipe, ellipkm1, erfc, expit

t, alpha, K, M = 0.1, 0.03, 0.05, 100000.0
lam = 4 * alpha**2 / (np.pi * t * K)
omega0 = np.sqrt(4 * K / M)
gamma = np.euler_gamma
limit_ratio = 2 * np.pi / np.exp(gamma)
hartree_J = const.physical_constants["Hartree energy"][0]
hartree_K = hartree_J / const.k
hartree_cm = hartree_J / (const.h * const.c * 100)
hartree_eV = hartree_J / const.e


def response_integral(tau):
    """J(T) with tau = kT/t, using cos(k) = sin(x)."""
    def integrand(x):
        return np.cos(x)**2 / np.sin(x) * np.tanh(np.sin(x) / tau)
    split = min(0.7, 4 * tau)
    parts = [(0, split), (split, np.pi / 2)]
    return sum(quad(integrand, a, b, epsabs=1e-11, epsrel=1e-11,
                    limit=300)[0] for a, b in parts)


def critical_kT(coupling):
    return t * brentq(lambda tau: response_integral(tau) - 1 / coupling,
                      1e-4, 5, xtol=1e-13)


def zero_T_gap(coupling):
    """Half-gap from the stationarity condition at T = 0."""
    def condition(z):
        m = 1 - z * z
        return (ellipkm1(z * z) - ellipe(m)) / m - 1 / coupling
    return 2 * t * brentq(condition, 1e-7, 0.999, xtol=1e-14)


def fermi(e, kT):
    f = expit(-e / kT)
    return f, -f * (1 - f) / kT


def gaussian(e, width):
    return (0.5 * erfc(e / width),
            -np.exp(-(e / width)**2) / (width * np.sqrt(np.pi)))


def stiffness(q_index, n_k, width, occupation=fermi):
    """Linear response: omega^2(q) / (omega0^2 sin^2(q/2))."""
    k = 2 * np.pi * np.arange(n_k) / n_k
    q = 2 * np.pi * q_index / n_k
    e1 = -2 * t * np.cos(k)
    e2 = -2 * t * np.cos(k + q)
    f1, slope = occupation(e1, width)
    f2, _ = occupation(e2, width)
    de = e1 - e2
    same = np.abs(de) < 1e-9
    quotient = np.where(same, slope, (f1 - f2) / np.where(same, 1, de))
    return 1 + 8 * alpha**2 / K * np.mean(np.cos(k + q / 2)**2 * quotient)


def ring_levels(u):
    n = len(u)
    stretch = np.roll(u, -1) - u
    H = np.zeros((n, n))
    for i in range(n):
        j = (i + 1) % n
        H[i, j] = H[j, i] = -(t - alpha * stretch[i])
    return np.linalg.eigvalsh(H), stretch


def ring_free_energy(u, kT):
    """Free energy per atom at half filling, chemical potential zero."""
    levels, stretch = ring_levels(u)
    assert abs(2 * np.sum(expit(-levels / kT)) - len(u)) < 1e-8
    electronic = -2 * kT * np.sum(np.logaddexp(0, -levels / kT))
    return (0.5 * K * np.sum(stretch**2) + electronic) / len(u)


kTc = critical_kT(lam)
gap0 = zero_T_gap(lam)
kTc_formula = 8 * np.exp(gamma - 1) / np.pi * t * np.exp(-1 / lam)
gap_formula = 8 * t * np.exp(-1 - 1 / lam)

# Dimerized bands against diagonalization of a real-space ring
n_ring = 400
sites = np.arange(n_ring)
u_test = 0.03
levels, _ = ring_levels(u_test * (-1.0)**sites)
k_half = 2 * np.pi * np.arange(n_ring // 2) / n_ring
band = np.sqrt(4 * t**2 * np.cos(k_half)**2
               + (4 * alpha * u_test)**2 * np.sin(k_half)**2)
assert np.allclose(levels, np.sort(np.r_[-band, band]), atol=1e-11)
assert abs(np.min(np.abs(levels)) - 4 * alpha * u_test) < 1e-11

# Frozen phonons against linear response at q = pi and q = pi/2;
# the tolerance covers the quartic term at the finite displacement used
u_step = 0.001
frozen = {}
for q_index in (n_ring // 2, n_ring // 4):
    q = 2 * np.pi * q_index / n_ring
    shape = np.sqrt(2) * np.cos(q * sites + np.pi / 4)
    rise = (ring_free_energy(u_step * shape, 2 * kTc)
            - ring_free_energy(0 * shape, 2 * kTc))
    frozen[q_index] = 2 * rise / u_step**2 / (4 * K)
    linear = stiffness(q_index, n_ring, 2 * kTc) * np.sin(q / 2)**2
    assert abs(frozen[q_index] - linear) < 3e-5

# Low-temperature expansion, remainder of fourth order in kT/t
for tau in (0.05, 0.1):
    series = np.log(8 * np.exp(gamma) / (np.pi * tau)) - 1
    series += np.pi**2 / 48 * tau**2
    assert abs(response_integral(tau) - series) < 0.15 * tau**4
assert abs(kTc / kTc_formula - 1) < 3e-4

# Logarithmic law against the response sum over a fine k mesh
n_fine = 4000
table = []
for x in (0.5, 0.8, 1.02, 1.2, 1.5, 2, 3, 5, 10, 30):
    value = stiffness(n_fine // 2, n_fine, x * kTc)
    law = lam * np.log(x)
    table.append((x, value, law))
    if 1 < x <= 10:
        bound = 1.1 * lam * np.pi**2 / 48 * (x * kTc / t)**2
        assert 0 < law - value < bound

# At Tc every other wavevector is still stable
n_scan = 800
scan = np.array([stiffness(j, n_scan, kTc)
                 for j in range(1, n_scan // 2 + 1)])
assert abs(scan[-1]) < 1e-7 and np.all(scan[:-1] > 1e-5)


# Zero-temperature gap by direct minimization of the total energy
def ground_energy(gap):
    return (K * gap**2 / (8 * alpha**2)
            - 4 * t / np.pi * ellipe(1 - (gap / (2 * t))**2))


best = minimize_scalar(ground_energy, bounds=(0.1 * gap0, 3 * gap0),
                       method="bounded", options={"xatol": 1e-10})
assert abs(best.x / gap0 - 1) < 1e-4
assert abs(gap0 / gap_formula - 1) < 2e-3
energy_gain = ground_energy(0.0) - best.fun
assert energy_gain > 0

# Free-energy minimum on both sides of Tc
k_mesh = np.pi * np.arange(n_fine) / n_fine


def free_energy(gap, kT):
    E = np.sqrt(4 * t**2 * np.cos(k_mesh)**2
                + gap**2 * np.sin(k_mesh)**2)
    y = E / (2 * kT)
    return (K * gap**2 / (8 * alpha**2)
            - 2 * kT * np.mean(np.logaddexp(y, -y)))


order = {}
for x in (0.5, 0.9, 0.99):
    low = minimize_scalar(free_energy, args=(x * kTc,),
                          bounds=(1e-4 * gap0, 1.2 * gap0),
                          method="bounded", options={"xatol": 1e-10})
    assert low.fun < free_energy(0.0, x * kTc)
    order[x] = low.x / gap0
assert order[0.5] > order[0.9] > order[0.99] and order[0.99] < 0.2
above = [free_energy(g, 1.02 * kTc) for g in np.linspace(0, 2, 41) * gap0]
assert np.all(np.diff(above) > 0)

# Approach of the gap ratio to its weak-coupling limit
couplings = (0.5, 0.4, 0.3, 0.2, 0.15)
ratios = [2 * zero_T_gap(c) / critical_kT(c) for c in couplings]
errors = np.abs(np.array(ratios) - limit_ratio)
assert np.all(np.diff(errors) < 0) and errors[-1] < 1e-3

# Critical width for Gaussian occupations, from the response sum
width_c = brentq(lambda w: stiffness(n_fine // 2, n_fine, w, gaussian),
                 0.5 * kTc, 10 * kTc, xtol=1e-13)
width_ratio_limit = np.pi * np.exp(-gamma / 2)
assert abs(width_c / kTc / width_ratio_limit - 1) < 3e-4

print(f"hopping t = {t:.3f} hartree")
print(f"coupling alpha = {alpha:.3f} hartree/bohr")
print(f"spring constant K = {K:.3f} hartree/bohr^2")
print(f"atomic mass M = {M:.0f} electron masses")
print(f"dimensionless coupling lambda = {lam:.5f}")
print(f"1/lambda = {1/lam:.5f}")
print(f"bare 2kF frequency = {omega0:.6f} hartree"
      f" = {omega0*hartree_cm:.1f} cm^-1")
print(f"k Tc, numerical root = {kTc:.7f} hartree")
print(f"k Tc, closed form = {kTc_formula:.7f} hartree")
print(f"Tc = {kTc*hartree_K:.1f} K")
print(f"Delta0, numerical root = {gap0:.7f} hartree")
print(f"Delta0, energy minimum = {best.x:.7f} hartree")
print(f"Delta0, closed form = {gap_formula:.7f} hartree")
print(f"full gap 2 Delta0 = {2*gap0*hartree_eV:.4f} eV")
print(f"displacement u0 = {gap0/(4*alpha):.5f} bohr")
print(f"zero-point rms at bare frequency = "
      f"{np.sqrt(1/(2*M*omega0)):.5f} bohr")
print(f"energy gain per atom at T=0 = {energy_gain:.3e} hartree")
print(f"2 Delta0/(k Tc), this chain = {2*gap0/kTc:.4f}")
print(f"2 pi/exp(gamma) = {limit_ratio:.4f}")
print("T/Tc, omega^2/omega0^2 (response sum), lambda ln(T/Tc):")
for x, value, law in table:
    print(f"  {x:5.2f}  {value:9.5f}  {law:9.5f}")
print(f"frozen phonon at 2 Tc, q=pi: omega^2/omega0^2 = "
      f"{frozen[n_ring//2]:.5f}")
omega_2 = omega0 * np.sqrt(stiffness(n_fine // 2, n_fine, 2 * kTc))
print(f"omega at 2 Tc = {omega_2:.6f} hartree"
      f" = {omega_2*hartree_cm:.1f} cm^-1")
print(f"kT/t at 10 Tc = {10*kTc/t:.4f}, at 30 Tc = {30*kTc/t:.4f}")
for x, fraction in order.items():
    print(f"Delta(T)/Delta0 at T/Tc = {x:.2f}: {fraction:.4f}")
print("lambda, 2 Delta0/(k Tc):")
for c, ratio in zip(couplings, ratios):
    print(f"  {c:.2f}  {ratio:.4f}")
print(f"critical Gaussian width = {width_c:.7f} hartree")
print(f"critical width/(k Tc) = {width_c/kTc:.4f}")
print(f"pi exp(-gamma/2) = {width_ratio_limit:.4f}")
print("every check passed")
```

Printed output:

```
hopping t = 0.100 hartree
coupling alpha = 0.030 hartree/bohr
spring constant K = 0.050 hartree/bohr^2
atomic mass M = 100000 electron masses
dimensionless coupling lambda = 0.22918
1/lambda = 4.36332
bare 2kF frequency = 0.001414 hartree = 310.4 cm^-1
k Tc, numerical root = 0.0021252 hartree
k Tc, closed form = 0.0021250 hartree
Tc = 671.1 K
Delta0, numerical root = 0.0037522 hartree
Delta0, energy minimum = 0.0037522 hartree
Delta0, closed form = 0.0037482 hartree
full gap 2 Delta0 = 0.2042 eV
displacement u0 = 0.03127 bohr
zero-point rms at bare frequency = 0.05946 bohr
energy gain per atom at T=0 = 1.119e-05 hartree
2 Delta0/(k Tc), this chain = 3.5312
2 pi/exp(gamma) = 3.5278
T/Tc, omega^2/omega0^2 (response sum), lambda ln(T/Tc):
   0.50   -0.15884   -0.15886
   0.80   -0.05113   -0.05114
   1.02    0.00454    0.00454
   1.20    0.04178    0.04179
   1.50    0.09290    0.09293
   2.00    0.15879    0.15886
   3.00    0.25161    0.25178
   5.00    0.36834    0.36886
  10.00    0.52556    0.52771
  30.00    0.75765    0.77950
frozen phonon at 2 Tc, q=pi: omega^2/omega0^2 = 0.15880
omega at 2 Tc = 0.000564 hartree = 123.7 cm^-1
kT/t at 10 Tc = 0.2125, at 30 Tc = 0.6376
Delta(T)/Delta0 at T/Tc = 0.50: 0.9570
Delta(T)/Delta0 at T/Tc = 0.90: 0.5265
Delta(T)/Delta0 at T/Tc = 0.99: 0.1730
lambda, 2 Delta0/(k Tc):
  0.50  3.6896
  0.40  3.6029
  0.30  3.5474
  0.20  3.5289
  0.15  3.5278
critical Gaussian width = 0.0050027 hartree
critical width/(k Tc) = 2.3540
pi exp(-gamma/2) = 2.3540
every check passed
```
